# Schwinger's Correction, Its Ratio to Dirac Exchange, and the Z^(5/3) Term

**Q.** The large-$Z$ energy of a neutral atom has, after the Thomas–Fermi term in $Z^{7/3}$ and the Scott term in $Z^2$, a term in $Z^{5/3}$. Exchange accounts for part of it. I doubt that the rest can be derived cleanly, since the semiclassical series breaks down at the nucleus. What is the model?

**A.** A neutral nonrelativistic atom with a point nucleus, in Hartree atomic units, in mean-field theory: independent electrons, the Hartree energy $U[n]=\frac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$, and exchange $E_x$. Correlation lies outside the model. For a one-electron potential $V$ with levels $\varepsilon_i$ (spin included) define
$$\Omega[V,\mu]=-\sum_i(\mu-\varepsilon_i)_+ ,$$
where $(y)_+=y$ for $y>0$ and zero otherwise. The kinetic energy of the occupied levels is $\Omega+\mu N-\int Vn$, so
$$E[V,n,\mu]=\Omega+\mu N-\int\Big(V+\frac Zr\Big)n+U[n]+E_x[n].$$
Treat $V,n,\mu$ as independent. First-order perturbation theory gives $\delta\Omega/\delta V=n_V$, the density of the occupied levels, so stationarity in $V$ sets $n=n_V$. Stationarity in $\mu$ fixes the electron number. Stationarity in $n$ gives $V=-Z/r+V_H+V_x$. These are the mean-field equations.

**Q.** Why write it that way?

**A.** Because a correction can then be evaluated without solving for its effect. Let $E_0$ be the functional with $E_x$ dropped and $\Omega$ replaced by its phase-space value $\Omega_0=-\int p^5/(15\pi^2)$, $p=\sqrt{2(\mu-V)_+}$, which is derived below. If $E=E_0+\eta E_1$ and $X_0$ is stationary for $E_0$, the shift of $X$ is $O(\eta)$ and changes $E_0$ by $O(\eta^2)$, so $E=E_0(X_0)+\eta E_1(X_0)+O(\eta^2)$. To first order
$$E=E_{TF}+(\Omega-\Omega_0)[V_{TF}]+E_x[n_{TF}].$$
The stationary point: $\delta p=-\delta V/p$ gives $\delta\Omega_0/\delta V=p^3/3\pi^2=n$, and $V=-Z/r+V_H$ gives Poisson's equation
$$\nabla^2V=-4\pi n=-\frac{4p^3}{3\pi}\quad(r>0),$$
with a further source $4\pi Z\delta(\mathbf r)$ at the nucleus. For the neutral atom $\mu=0$: if $\mu<0$ the density would end at a radius where $V=\mu$, while Gauss's law gives $V=0$ there. Put $V=-Z\phi(x)/r$, $r=bx$. Then $\nabla^2V=-Z\phi''/(b^2r)$ and $\phi''=\frac{4}{3\pi}2^{3/2}Z^{1/2}b^{3/2}\phi^{3/2}/\sqrt x$. The prefactor is one for $b=b_0Z^{-1/3}$, $b_0=(9\pi^2/128)^{1/3}=0.885341$ bohr. So $\phi''=\phi^{3/2}/\sqrt x$, $\phi(0)=1$, $\phi(\infty)=0$, and integration gives $B=-\phi'(0)=1.588071$.

For the energy, $\int V_Hn=2U$ gives $E_{TF}=\Omega_0-U$. With $K=\int x^{-1/2}\phi^{5/2}dx$ and $\frac{4}{3\pi}(2Zb)^{3/2}=Z$,
$$\Omega_0=-\frac{4}{15\pi}(2Z)^{5/2}b^{1/2}K=-\frac25\frac{Z^2}{b}K .$$
The field energy is $U=\frac1{8\pi}\int|\nabla V_H|^2$ with $V_H=Zg/r$, $g=1-\phi$. Since $(g'-g/x)^2=g'^2-(g^2/x)'$ and $g^2/x$ vanishes at both ends, $U=Z^2L/2b$ with $L=\int\phi'^2dx$. Two partial integrations fix $K$ and $L$. First, $K=\int\phi\phi''=B-L$. Second, $K=-5\int x^{1/2}\phi^{3/2}\phi'=-5\int x\phi''\phi'=\frac52L$. Hence $L=2B/7$, $K=5B/7$, and $E_{TF}=-(\frac27+\frac17)BZ^2/b=-c_7Z^{7/3}$ with $c_7=3B/7b_0=0.768745$ Ha. The program confirms the stationarity: under the deformation $\phi\to\phi(1+\eta xe^{-x})$ the slope of $\Omega_0$ is $-0.165$ and that of $\Omega_0-U$ is of order $10^{-9}$, in units of Ha $Z^{7/3}$.

**Q.** With $\hbar=1$, what is the small parameter?

**A.** Write $\mathbf r=Z^{-1/3}\boldsymbol\rho$. Then $H=Z^{4/3}[-\frac12Z^{-2/3}\nabla_\rho^2-\phi/\rho]$, so $\hbar_{\rm eff}=Z^{-1/3}$. The phase-space term scales as $Z^{4/3}\hbar_{\rm eff}^{-3}=Z^{7/3}$ and the $\hbar^2$ term as $Z^{5/3}$. The same counting estimates the neglected second order. The density correction is $Z^{-2/3}$ of $n$, a charge of order $Z^{1/3}$ at distances $Z^{-1/3}$, with Coulomb energy $Z^{2/3}Z^{1/3}=Z$. Near the nucleus a charge of order one is rearranged over a distance $1/Z$, again energy $Z$. Between these two scales the displaced charge $q$ grows as $\sqrt{Zr}$, so $q^2/r\sim Z$ for each factor of ten in $r$, and the sum over scales is of order $Z\ln Z$, still below $Z^{5/3}$. These are scaling estimates, not bounds.

**Q.** Derive the $\hbar^2$ term in three dimensions.

**A.** Restore $\hbar$ with unit mass. The diagonal Bloch density per spin is
$$C(\mathbf r;\beta)=\int\frac{d^3k}{(2\pi\hbar)^3}\,e^{-i\mathbf k\cdot\mathbf r/\hbar}e^{-\beta H}e^{i\mathbf k\cdot\mathbf r/\hbar}.$$
Set $e^{-\beta H}e^{i\mathbf k\cdot\mathbf r/\hbar}=e^{i\mathbf k\cdot\mathbf r/\hbar}e^{-\beta(k^2/2+V)}w$ with $w=1$ at $\beta=0$. In $\partial_\beta\psi=-H\psi$ the terms $k^2/2+V$ cancel, and differentiating $e^{-\beta V}w$ leaves
$$\partial_\beta w=i\hbar\big[\mathbf k\cdot\nabla w-\beta(\mathbf k\cdot\nabla V)w\big]+\frac{\hbar^2}2\big[\nabla^2w-2\beta\nabla V\cdot\nabla w-\beta w\nabla^2V+\beta^2|\nabla V|^2w\big].$$
With $w=1+\hbar w_1+\hbar^2w_2$, first order gives $\partial_\beta w_1=-i\beta\,\mathbf k\cdot\nabla V$, so $w_1=-\frac i2\beta^2\mathbf k\cdot\nabla V$. Inserting $w_1$ in the first bracket and $1$ in the second,
$$\partial_\beta w_2=\frac{\beta^2}2(\mathbf k\cdot\nabla)^2V-\frac{\beta^3}2(\mathbf k\cdot\nabla V)^2-\frac\beta2\nabla^2V+\frac{\beta^2}2|\nabla V|^2,$$
$$w_2=\frac{\beta^3}6(\mathbf k\cdot\nabla)^2V-\frac{\beta^4}8(\mathbf k\cdot\nabla V)^2-\frac{\beta^2}4\nabla^2V+\frac{\beta^3}6|\nabla V|^2 .$$
The Gaussian weight $e^{-\beta k^2/2}$ removes $w_1$, which is odd in $\mathbf k$, and replaces $k_ik_j$ by $\delta_{ij}/\beta$. With $\frac16-\frac14=-\frac1{12}$ and $\frac16-\frac18=\frac1{24}$, and $\hbar=1$ again,
$$C=\frac{e^{-\beta V}}{(2\pi\beta)^{3/2}}\Big[1-\frac{\beta^2}{12}\nabla^2V+\frac{\beta^3}{24}|\nabla V|^2\Big].$$
The program tests the one-dimensional $\hbar^2$ coefficient $-V''/12+V'^2/24$ at $\beta=1$ against a diagonalized anharmonic oscillator, extrapolated to $\hbar\to0$; at $x=1.3744$ both give $0.20442$.

**Q.** That describes a Boltzmann gas. We need a filled Fermi sea.

**A.** The two are related by a Laplace transform: $\int e^{-\beta\mu}(\mu-\varepsilon)_+d\mu=e^{-\beta\varepsilon}/\beta^2$. The local quantity $\omega(\mathbf r)=-2\langle\mathbf r|(\mu-H)_+|\mathbf r\rangle$, whose integral is $\Omega$, therefore has the transform $-2C/\beta^2$. The inverse transform of $e^{-\beta V}\beta^{-s}$ is $(\mu-V)_+^{s-1}/\Gamma(s)$. The three terms have $s=\frac72,\frac32,\frac12$, with $\Gamma(s)=\frac{15}8\sqrt\pi,\ \frac12\sqrt\pi,\ \sqrt\pi$. The common factor is $2(2\pi)^{-3/2}=1/(\sqrt2\pi^{3/2})$, and $(\mu-V)^{1/2}=p/\sqrt2$. Then
$$\omega_0=-\frac1{\sqrt2\pi^{3/2}}\frac{p^5}{2^{5/2}}\frac8{15\sqrt\pi}=-\frac{p^5}{15\pi^2},$$
$$\omega_2=\frac1{\sqrt2\pi^{3/2}}\Big[\frac{\nabla^2V}{12}\frac p{\sqrt2}\frac2{\sqrt\pi}-\frac{|\nabla V|^2}{24}\frac{\sqrt2}{p\sqrt\pi}\Big]=\frac{p\nabla^2V}{12\pi^2}-\frac{|\nabla V|^2}{24\pi^2p}.$$
From $p^2=2(\mu-V)$ follows $\nabla p=-\nabla V/p$, so $\nabla\cdot(p\nabla V)=p\nabla^2V-|\nabla V|^2/p$, and
$$\omega_2=\frac1{24\pi^2}\big[p\nabla^2V+\nabla\cdot(p\nabla V)\big].$$
The true $\Omega(\mu)$ has a kink at each level, which a power series in $\hbar$ with smooth coefficients cannot show. The series describes $\Omega$ averaged over a range of $\mu$ that holds many levels.

**Q.** Here is my main objection. You will drop the divergence and insert Poisson's equation. But $\nabla^2V$ contains $4\pi Z\delta(\mathbf r)$, multiplied by $p=\infty$.

**A.** The objection is correct, and the divergence cannot simply be dropped. Near the nucleus $\omega_2/\omega_0\sim|\nabla V|^2/p^6\sim1/(Zr)$, so the series needs $r\gg1/Z$. It fails again in the tail: there $V\sim r^{-4}$ independently of $Z$ (see below), so the same ratio grows as $r^2$ and reaches one at a few bohr (about $4.5$ for $Z\to\infty$), but the region beyond holds only a few electrons, at energies below one hartree, and does not affect the $Z^{5/3}$ term. Take a sphere of radius $a=bx_a$ with $x_a$ small and fixed, so that $Za\to\infty$. Outside it Gauss's theorem, with the normal pointing toward the nucleus, gives
$$\int_{r>a}\omega_2=\frac1{24\pi^2}\int_{r>a}p\nabla^2V-S(a),\qquad S(a)=\frac{a^2pV'(a)}{6\pi}.$$
The far surface contributes nothing: $\phi\to144/x^3$ (substitution gives $1728/x^5$ on both sides of the equation), so $r^2pV'\sim r^{-5}$. The near one behaves as $Z\sqrt{2Z/a}/6\pi$ and diverges as $a\to0$. At $x_a=0.01$ quadrature gives $-0.839310=-0.048287-0.791023$ in Ha $Z^{5/3}$, so the surface term dominates. It must be combined with the inner region, where the series fails. The Coulomb problem, solvable in closed form, gives that combination.

**Q.** Show me.

**A.** For $V=-Z/r$ the levels are $-Z^2/2k^2$ with degeneracy $2k^2$. Put $\mu=-Z^2/2\nu^2$, $\nu=M+\theta$, $M$ an integer, $0\le\theta<1$. Then
$$\frac{\Omega^C}{Z^2}=\sum_{k=1}^M\Big(\frac{k^2}{\nu^2}-1\Big)=\frac1{\nu^2}\Big(\frac{M^3}3+\frac{M^2}2+\frac M6\Big)-M .$$
Insert $M=\nu-\theta$. The bracket becomes $\frac{\nu^3}3+\nu^2(\frac12-\theta)+\nu(\theta^2-\theta+\frac16)-\frac13(\theta^3-\frac32\theta^2+\frac12\theta)$. Dividing by $\nu^2$ and adding $-\nu+\theta$,
$$\frac{\Omega^C}{Z^2}=-\frac{2\nu}3+\frac12+\frac{B_2(\theta)}\nu-\frac{B_3(\theta)}{3\nu^2},$$
with the Bernoulli polynomials $B_2=\theta^2-\theta+\frac16$, $B_3=\theta^3-\frac32\theta^2+\frac12\theta$. The first term is $\Omega_0^C$: with $r=2\nu^2y/Z$ one has $p^2=(Z^2/\nu^2)(1-y)/y$, and
$$\Omega_0^C=-\frac4{15\pi}8\nu Z^2\int_0^1y^{-1/2}(1-y)^{5/2}dy=-\frac4{15\pi}8\nu Z^2\frac{5\pi}{16}=-\frac{2\nu}3Z^2,$$
the integral being $\Gamma(\frac12)\Gamma(\frac72)/\Gamma(4)$. Both Bernoulli polynomials integrate to zero over $\theta$, so the averaged result is $\Omega^C=\Omega^C_0+Z^2/2$. The program averages over a log-normal spread of $\mu$ at $Z=8000$ and finds a remainder of order $10^{-10}$ Ha $Z^{5/3}$.

Now split at $a$. Outside, $\nabla^2V=0$ and $p=0$ at the turning point, so the outer part is $\Omega^C_{0,\rm out}-S^C(a)$. The next term of the series is $\omega_4\sim\omega_0/(Zr)^2$, whose integral is $Z^{1/2}a^{-3/2}\sim Zx_a^{-3/2}$, negligible at fixed $x_a$. Subtracting,
$$\Omega^C_{\rm in}=\Omega^C_{0,\rm in}+\frac{Z^2}2+S^C(a).$$
The inner region supplies the Scott term and a piece that cancels the divergent surface term.

**Q.** For a bare nucleus. The screened potential is different.

**A.** It differs by a controlled amount inside the sphere. Integrating $\phi''=x^{-1/2}(1-\frac32Bx+\dots)$ twice gives $\phi=1-Bx+\frac43x^{3/2}+O(x^{5/2})$. So $V=V_c+\delta V$ with $V_c=-Z/r+ZB/b$ and $\delta V=-\frac43Zx^{3/2}/r\sim Z^{3/2}r^{1/2}$. The constant shifts $\mu$, which changes $\nu$ and leaves $Z^2/2$ untouched. Two differences remain.

The surface terms. Since $a^2V'=Z(\phi-x\phi')$ and, at $\mu=0$, $p=\sqrt{2Z\phi/a}$,
$$S-S^C=\frac{Z^{5/3}}{6\pi}\sqrt{\frac2{b_0x_a}}\Big[(\phi-x\phi')\sqrt\phi-\sqrt{1-Bx}\Big]_{x_a}.$$
Here $\phi-x\phi'=1+(\frac43-2)x^{3/2}+O(x^{5/2})$ and $\sqrt\phi=\sqrt{1-Bx}+\frac23x^{3/2}+O(x^{5/2})$. The $x^{3/2}$ terms cancel, so $S-S^C=O(Z^{5/3}x_a^2)$. The computed values are $1.26\times10^{-5}$ at $x_a=10^{-2}$ and $1.32\times10^{-7}$ at $10^{-3}$.

The inner region. For $1/Z\ll r<a$ both potentials admit the series. The change of $\omega_0$ belongs to $\Omega_0$. The change of $\omega_2$ is $\omega_2\,\delta V/V\sim Z^{3/2}r^{-7/2}\cdot Z^{1/2}r^{3/2}=Z^2r^{-2}$, whose integral is $Z^2a\sim Z^{5/3}x_a$. The change of $\omega_4$ has one more factor $1/(Zr)$ and integrates to $Z\ln(Za)$. For $r\lesssim1/Z$ a perturbation $\delta V\sim Z$ acts on a charge of order one and gives $O(Z)$. This is again order counting.

Add the parts:
$$\Omega=\Omega_0+\frac{Z^2}2+\frac1{24\pi^2}\int_{r>a}p\nabla^2V+(S^C-S)+O(Z^{5/3}x_a).$$
Let $Z\to\infty$ first and then $x_a\to0$. The volume integral converges at the origin, because $p\nabla^2V\propto p^4\sim r^{-2}$. This order of limits shows only that the remainder is small against $Z^{5/3}$. Its size follows from the same counting if the two potentials are compared with the sphere shrunk to $a\sim1/Z$, i.e. $x_a\sim Z^{-2/3}$: the omitted part of the volume integral is $Z^2a\sim Z$, $S-S^C\sim Z^{5/3}x_a^2\sim Z^{1/3}$, the difference of the $\omega_4$ terms gives $Z\ln Z$, and the differences of higher terms, each with a further $1/(Zr)$, give $Z$. For the smooth part, by this counting,
$$\Omega=\Omega_0+\frac{Z^2}2+E_S+O(Z\ln Z),\qquad E_S=\frac1{24\pi^2}\int_{r>0}p\nabla^2V .$$
The $\delta$ source is absent because the comparison has assigned its effect to $Z^2/2$.

**Q.** Granted for now. What does Poisson's equation make of $E_S$, and what is Dirac's term beside it?

**A.** With $\nabla^2V=-4p^3/3\pi$,
$$E_S=-\frac1{24\pi^2}\frac4{3\pi}\int p^4=-\frac1{18\pi^3}\int p^4d^3r .$$
This is Schwinger's correction. Its sign follows the Laplacian: a potential with $\nabla^2V>0$, such as a harmonic well, has $\Omega$ raised at this order, while screening charge makes $\nabla^2V<0$ and lowers it.

For a spin-unpolarized determinant each spin contributes $-\frac12\iint|\gamma/2|^2/s$, where $\gamma$ is the spin-summed density matrix and $s=|\mathbf r-\mathbf r'|$. The total is $-\frac14\iint|\gamma|^2/s$. At leading order $\gamma$ is that of a uniform gas with the local $p$, since its range $1/p\sim Z^{-2/3}$ is short against $b\sim Z^{-1/3}$. With $y=ps$,
$$\gamma=\frac1{\pi^2s}\int_0^pk\sin ks\,dk=\frac{\sin y-y\cos y}{\pi^2s^3}=\frac{p^3}{\pi^2}\frac{j_1(y)}y .$$
The exchange energy per volume is
$$e_x=-\frac14\frac{p^6}{\pi^4}4\pi\int_0^\infty s\,\frac{j_1^2}{y^2}ds=-\frac{p^4}{\pi^3}\int_0^\infty\frac{j_1^2}ydy .$$
The relations $j_0'=-j_1$ and $j_1'=j_0-2j_1/y$ give $(j_0^2+j_1^2)'=-4j_1^2/y$. Since $j_0(0)=1$, $j_1(0)=0$ and both vanish at infinity, the integral is $\frac14$. So $E_D=-\frac1{4\pi^3}\int p^4$, and
$$\frac{E_S}{E_D}=\frac{4}{18}=\frac29 .$$
Gradient corrections to $e_x$ are of relative order $\hbar_{\rm eff}^2$, locally $1/(Zr)$ near the nucleus, and $\int p^4r^2dr/(Zr)$ gives $Z\ln Z$ by the counting used above.

**Q.** One term is kinetic in origin and the other is an interaction. Is the ratio an accident of the atomic profile?

**A.** It does not depend on the profile: the two integrands are proportional at each point, once the divergence has been removed. It does depend on self-consistency, which turns $\nabla^2V$ into $-4\pi n$ and makes $E_S$ first order in the electron repulsion, as exchange is. In a potential that is not self-consistent there is no such relation; for the bare Coulomb potential $E_S$ vanishes while exchange does not. The ratio also depends on the spin degeneracy $g$. The integrand of $E_S$ is $gp\nabla^2V/48\pi^2$ with $n=gp^3/6\pi^2$, which gives $-g^2p^4/72\pi^3$. Exchange acts within each species and gives $-gp^4/8\pi^3$. The ratio is $g/9$, and electrons have $g=2$.

**Q.** And the number?

**A.** With $p^4=4Z^2\phi^2/r^2$,
$$\int p^4d^3r=16\pi Z^2b\int_0^\infty\phi^2dx=16\pi b_0IZ^{5/3},\qquad I=0.615435 .$$
This is $27.3881\,Z^{5/3}$. Dividing by $4\pi^3$ gives $c_D=\frac4{\pi^2}b_0I=0.220827$ Ha, then $c_S=\frac29c_D=0.049073$ Ha, and
$$E=-0.768745\,Z^{7/3}+\tfrac12Z^2-0.269900\,Z^{5/3}+\dots\ \text{Ha},$$
where $c_5=\frac{11}9c_D=0.269900$ Ha $=7.344$ eV.

**Q.** You averaged over $\mu$, but an atom has one $\mu$. In your Coulomb formula $\nu\sim Z^{1/3}$, so the discarded term $Z^2B_2/\nu$ is itself of order $Z^{5/3}$.

**A.** For the Coulomb potential it is, and the sharp sum there has no limiting $Z^{5/3}$ coefficient. The cause can be traced. For fixed $l$ let the levels near $\mu$ have spacing $\omega_r$, with the last one $\theta\omega_r$ below $\mu$. For an evenly spaced ladder with $\delta=M+\theta$,
$$-\sum_{j=0}^M(\theta+j)=-\tfrac12(\delta-\theta+1)(\delta+\theta)=-\tfrac12\delta^2-\tfrac12\delta-\tfrac1{12}+\tfrac12B_2(\theta).$$
Each $l$ thus adds an oscillating piece $4\lambda\,\omega_rB_2(\theta_l)/2$, where $4\lambda=2(2l+1)$. In the Coulomb case $\theta_l$ is the same for each $l$, $\omega_r=Z^2/\nu^3$ and $\sum4\lambda\approx2\nu^2$, which reproduces $Z^2B_2/\nu$. The oscillation is that large because the degenerate $l$ add in phase.

In the screened potential $\omega_r\sim Z^{4/3}/Z^{1/3}=Z$, and one $l$ contributes $Z^{4/3}$. Here $\theta_l$ is the fractional part of a radial action $\nu_r(\lambda)$, up to a constant. If $\nu_r''\neq0$, scaling gives $\nu_r''\sim Z^{-1/3}$, and a Fourier component of $B_2$ stays in phase over $\Delta\lambda\sim Z^{1/6}$ around points where $\nu_r'$ is rational, giving $Z^{3/2}$. The ends of the $l$ range give $Z^{4/3}$. Both lie below $Z^{5/3}$. This is a stationary-phase estimate under an assumption I have not proved, so the claim for sharp $\mu$ rests on it and on computation.

**Q.** What computation could have contradicted you?

**A.** The program diagonalizes $-\frac12\nabla^2-Z\phi/r$ on a radial grid, with $Z$ as a model parameter, sums the levels, subtracts $\Omega_0+Z^2/2$ and divides by $Z^{5/3}$. The level sum uses no semiclassical input.

With $\mu=-mZ^{4/3}$ averaged log-normally (median $m=0.4$, width $0.5$), the formula with the averaged $p$ predicts $-0.030178$. The spectra give $-0.030467$ at $Z=1000$ and $-0.030262$ at $Z=8000$, which differ from the prediction by $0.96\%$ and $0.28\%$ of it. This tests the $\hbar^2$ term and the treatment of the nucleus, though not the ratio $2/9$, since $p$ and $\nabla^2V$ then belong to different $\mu$. The error falls by about $3.4$, where a remainder proportional to $Z$ would give $4$. That a logarithm explains the gap is a conjecture.

At sharp $\mu=0$ the target is $-0.049073$. The spectra give $-0.049229$ at $Z=1000$ and $-0.050448$ at $Z=8000$, so the larger $Z$ lies farther off. In units of $Z^{4/3}$ the deviations are $0.002$ and $0.03$ Ha, inside the asserted limit of $0.15$. If the scatter is the shell oscillation, averaging over the entry of one more $l$ should remove most of it. The largest $\lambda$ at $\mu=0$ is the maximum of $rp=\sqrt{2b_0x\phi}\,Z^{1/3}$, reached at $x=2.104$ and equal to $0.928\,Z^{1/3}$. Eight values of $Z^{1/3}$ from $16.00$ to $16.94$ sample one such period. Single values deviate by up to $0.044$ Ha $Z^{4/3}$, while the mean is $-0.049251$, or $0.2230\,c_D$ in magnitude against $2/9=0.2222$, a difference of $0.4\%$ of $c_S$. These windows do not settle the asymptotic order of the oscillation.

**Q.** Does any of this survive at the $Z$ of a real atom, where $\hbar_{\rm eff}$ is about a quarter?

**A.** Take xenon, $Z=54$, with $Z^{7/3}=11021.79$ and $Z^{5/3}=771.477$:

- Thomas–Fermi: $-0.768745\times11021.79=-8472.95$ Ha
- Scott: $54^2/2=1458.00$ Ha
- Dirac: $-0.220827\times771.477=-170.36$ Ha
- Schwinger: $-0.049073\times771.477=-37.86$ Ha $=-1.03$ keV

The sum is $-7223.17$ Ha, or $-196.55$ keV. The reference is a self-consistent exchange-only LDA calculation on a radial grid, whose convergence is tested by the virial theorem $E=-T$. It is the model of this discussion with exchange taken in its local Dirac form, solved numerically, and it leaves out correlation, nonlocal exchange, relativity and nuclear size. It gives $-7223.66$ Ha. Reference minus expansion is $-0.49$ Ha, about $1\%$ of the Schwinger term; without that term it would be $-0.49-37.86=-38.35$ Ha.

Xenon should not be read as typical. For krypton the residual is $+0.76$ Ha, $4\%$ of its Schwinger term of $-19.26$ Ha, and for mercury $+4.47$ Ha, $6\%$ of $-72.89$ Ha; the program asserts $15\%$ for these three atoms only. That is no general bound: in the same model the residual is $+4.07$ Ha for zinc and $+0.66$ Ha for neon, $29\%$ of the Schwinger term in each case. The separate pieces can agree less well than the totals. Krypton's self-consistent exchange is $-88.48$ Ha against the Dirac term $-86.67$ Ha, a gap of $-1.81$ Ha, so the other terms together are off by $+2.57$ Ha. For mercury the two differences are $-3.88$ and $+8.35$ Ha. Remainders of different origin therefore cancel in part, and digits below a few hartree in the expansion carry no meaning for a given atom even against this local-exchange reference. Against nonlocal exchange the remainder is larger: the Fock exchange energy evaluated on the same orbitals moves the residuals to about $-4$ Ha for krypton and $-9$ Ha for xenon and mercury, between $12\%$ and $24\%$ of the Schwinger term.

**Q.** Where does the expansion stop describing nature?

**A.** By the order estimates above, which are not proofs, the scale of the remainders grows with $Z$, though more slowly than $Z^{5/3}$ and not monotonically from atom to atom, so energy differences of chemical size are out of reach. Correlation is not in the model and is not estimated here. For heavy atoms the inner electrons move with $v/c\sim Z\alpha$, $\alpha$ being the fine-structure constant, so the $Z^2$ term acquires a relative correction of order $(Z\alpha)^2$. That correction scales as $Z^4\alpha^2$ and grows faster than $Z^{5/3}$. It is not a remote effect: a first-order estimate (mass–velocity and nuclear Darwin terms on the LDA orbitals) passes the Schwinger term near $Z=30$ and gives about $-200$ Ha for xenon, five times that term. The limit $Z\to\infty$ taken here is thus a statement about the nonrelativistic Hamiltonian, and a comparison with measured binding energies needs the relativistic part added first.

## Calculated quantities

```
Bloch hbar^2 coefficient at x=1.3744: numeric 0.20442, formula 0.20442
b0 = 0.885341 bohr Z^(-1/3), B = 1.5880710
c7 = 0.768745 Ha, Omega0/Z^(7/3) = -0.512497 Ha
slopes under deformation: Omega0 -0.16500, E[V] -1.4e-09 Ha Z^(7/3)
int j1^2/y dy = 0.25000000; e_x/p^4 = -0.00806288, -1/(4 pi^3) = -0.00806288
I = int phi^2 dx = 0.615435; int p^4 d3r/Z^(5/3) = 27.38814
cD = 0.220827 Ha, cS = 0.049073 Ha, quadrature ratio cS/cD = 0.2222222
c5 = 0.269900 Ha = 7.3444 eV
x_a=0.01: local -0.839310, volume -0.048287, surface 0.791023 Ha Z^(5/3)
x_a=0.01: surface TF - Coulomb = 1.256e-05 Ha Z^(5/3)
x_a=0.001: surface TF - Coulomb = 1.321e-07 Ha Z^(5/3)
smoothing m0=0.4, s=0.5; Coulomb Z=8000 smooth remainder -9.5e-11 Ha Z^(5/3)
smoothed Omega0 -0.385609 Ha Z^(7/3), predicted Omega2 -0.030178 Ha Z^(5/3)
Z=1000: smoothed -0.030467, sharp mu=0 -0.049229 Ha Z^(5/3), states 1004
Z=8000: smoothed -0.030262, sharp mu=0 -0.050448 Ha Z^(5/3), states 8030
relative error of smoothed test: 9.59e-03, 2.80e-03
circular orbit x0 = 2.1040, lambda0 = 0.92799 Z^(1/3)
Z^(1/3)=16.00..16.94: mean -0.049251 Ha Z^(5/3), /cD = 0.2230
largest deviation there 0.0439 Ha Z^(4/3); 2/9 = 0.2222
Kr Z=36: Z^(7/3) = 4279.30, Z^(5/3) = 392.498
  TF -3289.69, Scott 648.00, Dirac -86.67, Schwinger -19.26 Ha
  expansion -2747.62 Ha, x-only LDA -2746.866 Ha, E+T -1.1e-07 Ha
  LDA-expansion 0.76 Ha, without Schwinger -18.50 Ha, SCF Ex -88.48 Ha
Xe Z=54: Z^(7/3) = 11021.79, Z^(5/3) = 771.477
  TF -8472.95, Scott 1458.00, Dirac -170.36, Schwinger -37.86 Ha
  expansion -7223.17 Ha, x-only LDA -7223.657 Ha, E+T 4.0e-07 Ha
  LDA-expansion -0.49 Ha, without Schwinger -38.35 Ha, SCF Ex -170.45 Ha
  expansion -196.552 keV, Schwinger -1.030 keV
Hg Z=80: Z^(7/3) = 27576.76, Z^(5/3) = 1485.308
  TF -21199.50, Scott 3200.00, Dirac -328.00, Schwinger -72.89 Ha
  expansion -18400.39 Ha, x-only LDA -18395.920 Ha, E+T -7.9e-07 Ha
  LDA-expansion 4.47 Ha, without Schwinger -68.42 Ha, SCF Ex -331.88 Ha
```
